# The Zeldovich Factor of Circular Two-Dimensional Nuclei

An island of 63 atoms, one layer high, sits near the top of its nucleation barrier in the model crystal treated below. It has a chance of 0.493 of growing large before it shrinks to a single atom. Yet the steady nucleation rate is only 0.020 times the rate at which atoms would attach to critical islands if these had their equilibrium population. If almost every second critical island grows, why is the factor not near one half? The answer lies in how often an island crosses the top of the barrier in both directions, and for a circular island it takes a simple form.

## The free energy of an island

Adatoms on a flat terrace are held at constant density and temperature $T$. Let $\Delta\mu$ be the chemical potential of an adatom minus that of an atom in the completed layer. It is the driving force, an energy per atom, and it is positive when the layer tends to grow. If the driving force is given per area, it must first be multiplied by the area per atom, $a$.

A circular island of $n$ atoms has radius $r$ with $\pi r^2=na$, so its perimeter is $2\pi r=2\sqrt{\pi a n}$. With a step free energy $\gamma$ per length, assumed independent of size and direction, the free energy of forming the island from adatoms is

$$G(n)=-n\,\Delta\mu+2\gamma\sqrt{\pi a n}. \tag{1}$$

The first term is the gain from joining the layer, the second the cost of the edge. The formula is meant for large islands. At $n=1$, where a free energy of formation from adatoms should vanish, it gives $4.7\,kT$ in the example below, so the barrier quoted there is not measured from a single adatom. A constant shift of $G$ does not affect the Zeldovich factor, and it can be absorbed in the constant $C$ of (6). We treat $n$ as continuous when differentiating:

$$G'(n)=-\Delta\mu+\gamma\sqrt{\pi a}\;n^{-1/2},\qquad G''(n)=-\tfrac12\gamma\sqrt{\pi a}\;n^{-3/2}. \tag{2}$$

The critical size $n^*$ is the zero of $G'$. This condition reads

$$\gamma\sqrt{\pi a}=\Delta\mu\sqrt{n^*},\qquad\text{so}\qquad n^*=\frac{\pi a\gamma^2}{\Delta\mu^2}. \tag{3}$$

Since $G''<0$, this is a maximum. Using the first form of (3) to remove $\gamma$ from (1) and (2) gives the barrier and its curvature:

$$G^*=-n^*\Delta\mu+2n^*\Delta\mu=n^*\Delta\mu,\qquad G''(n^*)=-\frac{\Delta\mu}{2n^*}. \tag{4}$$

For the example we take round model parameters: $T=600$ K, which makes $kT=0.00190$ hartree, $a=20$ bohr$^2$, $\gamma=0.0006$ hartree/bohr and $\Delta\mu=0.0006$ hartree. Then

$$n^*=\pi\times20\times\left(\frac{0.0006}{0.0006}\right)^2=62.8,\qquad G^*=62.8\times0.0006=0.0377\ \text{hartree}.$$

The barrier is 1.03 eV, or $19.8\,kT$. The critical radius is $\sqrt{62.8\times20/\pi}=20.0$ bohr, or 1.06 nm. The curvature is $-0.0006/(2\times62.8)=-4.77\times10^{-6}$ hartree. The barrier is high on the scale of $kT$, but its top is very flat.

## The steady rate

Islands are assumed to change size by single atoms. Let $N_n$ be the density of islands of size $n$, $\beta_n$ the rate at which one such island gains an atom, and $\alpha_n$ the rate at which it loses one. The net flux from size $n$ to $n+1$ is

$$J_n=\beta_nN_n-\alpha_{n+1}N_{n+1}. \tag{5}$$

The detachment rates follow from detailed balance. We define the reference population

$$N_{\rm eq}(n)=C\,e^{-G(n)/kT}, \tag{6}$$

and require that it carry no flux:

$$\beta_nN_{\rm eq}(n)=\alpha_{n+1}N_{\rm eq}(n+1). \tag{7}$$

For $\Delta\mu>0$ this population grows without bound at large $n$, so it is not a state that the surface reaches. It serves to fix $\alpha_n$. This use is consistent for an ideal adatom gas, where $\beta_n$ is proportional to the adatom density and hence to $e^{\Delta\mu/kT}$. By (1), $N_{\rm eq}(n)/N_{\rm eq}(n+1)$ contains the factor $e^{-\Delta\mu/kT}$. The two factors cancel in $\alpha_{n+1}$, so detachment does not depend on the supersaturation, as it should not.

Write $f_n=N_n/N_{\rm eq}(n)$. Replacing $\alpha_{n+1}$ in (5) by means of (7) gives

$$J_n=\beta_nN_{\rm eq}(n)\,(f_n-f_{n+1}). \tag{8}$$

In the steady state no size accumulates islands, so $J_n$ has the same value $J$ for every $n$. The adatom density is held at its reference value, $f_1=1$. Islands that reach a large size $M$ are counted as grown and removed, $f_M=0$. Dividing (8) by $\beta_nN_{\rm eq}(n)$ and adding from $n=1$ to $M-1$, we find that the differences on the right telescope to $f_1-f_M=1$:

$$\frac1J=\sum_{n=1}^{M-1}\frac{1}{\beta_nN_{\rm eq}(n)}. \tag{9}$$

The terms act like resistances in series. Each contains $e^{G(n)/kT}$, so the sizes near the top of the barrier dominate, and the choice of $M$ has no influence once $G(M)$ lies many $kT$ below $G^*$.

The Zeldovich factor $Z$ is defined by

$$J=Z\,\beta(n^*)\,N_{\rm eq}(n^*), \tag{10}$$

where $\beta(n)$ is the smooth function that equals $\beta_n$ at whole numbers. The constant $C$ cancels between (9) and (10), so $Z$ does not depend on how the reference population is normalized.

## The expansion about the top

Suppose that many sizes contribute to (9), so that the sum may be replaced by an integral, and that $\beta$ varies little among them. Near the maximum,

$$G(n)\simeq G^*-\tfrac12|G''(n^*)|\,(n-n^*)^2. \tag{11}$$

If the barrier is high, the limits can be moved to $\pm\infty$. Then

$$\frac1J\simeq\frac{1}{\beta(n^*)N_{\rm eq}(n^*)}\int_{-\infty}^{\infty}\exp\!\left[-\frac{|G''(n^*)|\,x^2}{2kT}\right]dx
=\frac{1}{\beta(n^*)N_{\rm eq}(n^*)}\sqrt{\frac{2\pi kT}{|G''(n^*)|}}. \tag{12}$$

Comparison with (10), and then the curvature from (4), give

$$Z=\sqrt{\frac{|G''(n^*)|}{2\pi kT}}=\sqrt{\frac{\Delta\mu}{4\pi kT\,n^*}}. \tag{13}$$

The $4\pi$ is the $2\pi$ of the Gaussian integral times the 2 in the curvature. In the example $\Delta\mu/kT=0.316$, and

$$Z=\sqrt{\frac{0.3158}{4\pi\times62.83}}=\sqrt{4.00\times10^{-4}}=0.0200.$$

A direct solution of the steady rate equations, with $\beta_n\propto\sqrt n$ and $M=502$, gives 0.019998, the same as (13) to all printed digits. This is better than the argument just given can explain. The sizes with $G$ within $kT$ of the top run from 37.8 to 94.2. Over this range $\beta$ changes by a factor $\sqrt{94.2/37.8}=1.58$, and the barrier is visibly asymmetric: the range extends 25.0 atoms below $n^*$ and 31.4 above. The agreement needs a reason of its own.

## Why the formula works so well for a circle

Measure the island by its radius in units of the critical radius, $s=\sqrt{n/n^*}$, and let $g=G^*/kT$. The bulk term of (1) is $-n\Delta\mu=-n^*\Delta\mu\,s^2=-G^*s^2$. By (3) the edge term is $2\gamma\sqrt{\pi a n^*}\,s=2n^*\Delta\mu\,s=2G^*s$. Completing the square,

$$\frac{G}{kT}=g\,(2s-s^2)=g\left[1-(s-1)^2\right]. \tag{14}$$

The free energy is thus a parabola in the radius, with no higher terms. Two more factors enter the integral. The change of variable gives $dn=2n^*s\,ds$. If atoms attach along the edge at a fixed rate per length, then $\beta(n)=\beta(n^*)\,s$. The two factors $s$ cancel, and (9) becomes

$$\frac1J=\frac{2n^*}{\beta(n^*)N_{\rm eq}(n^*)}\int_{s_0}^{\infty}e^{-g(s-1)^2}ds,\qquad s_0=\sqrt{\frac{1}{2n^*}}. \tag{15}$$

The lower limit is $n=\tfrac12$, because in the midpoint rule the term $n=1$ stands for the interval from $\tfrac12$ to $\tfrac32$. The integral is

$$\int_{s_0}^{\infty}e^{-g(s-1)^2}ds=\sqrt{\frac{\pi}{g}}\;E,\qquad E=\tfrac12\left[1+\operatorname{erf}\!\big(\sqrt g\,(1-s_0)\big)\right]. \tag{16}$$

Inserting this in (15) and comparing with (10), we obtain

$$Z_{\rm ladder}=\frac{1}{2n^*E}\sqrt{\frac{g}{\pi}}=\frac1E\sqrt{\frac{\Delta\mu}{4\pi kT\,n^*}}, \tag{17}$$

where the last step uses $g=n^*\Delta\mu/kT$. Within the replacement of the sum by an integral, the sole correction to (13) is $1/E$, which comes from the small end of the size range. For $g=19.8$ it differs from one by about $5\times10^{-9}$. In the variable $s$ the barrier is symmetric, and the factor $s$ from $dn$ is cancelled by the factor $1/s$ from $1/\beta$, so that a pure Gaussian remains.

The correction becomes visible when the barrier is low. For $n^*=200$ and $g=2$, (13) gives $Z=0.001995$, while the rate equations give 0.002054, which is 3% higher. Formula (17) also gives 0.002054. The reason is seen in the variable $s$: (13) corresponds to the Gaussian in (15) taken over all $s$, whereas the sizes begin at $s_0$. The missing tail is about 3% of the whole, so the resistance is smaller and the true factor larger. For so low a barrier, however, a steady nucleation rate is of limited use, since islands near the critical size are common and soon deplete the adatoms.

### Other laws of attachment

If $\beta$ does not depend on size, the integrand in (15) keeps the factor $s$ from $dn$. With $s=1+u$, the part proportional to $u$ is odd about the maximum. Its integral leaves an end term proportional to $e^{-g(1-s_0)^2}$, which is negligible here. Hence (13) again has no correction in powers of $1/g$, and the rate equations again give 0.019998.

As a formal comparison, take $\beta\propto n$. By (7) the detachment rate then also grows roughly as the area, so this law does not describe atoms that land on the island from above while losses occur only at its edge. Now $\beta=\beta(n^*)s^2$ and the integrand keeps a factor $1/s$. Near the maximum, $1/s=1-u+u^2-u^3+u^4-\dots$. The odd powers average to zero over the Gaussian $e^{-gu^2}$, while $\langle u^2\rangle=1/(2g)$ and $\langle u^4\rangle=3/(4g^2)$. Therefore

$$\frac{1}{Z_{\rm area}}\simeq\frac1Z\left(1+\frac{1}{2g}+\frac{3}{4g^2}\right). \tag{18}$$

The bracket is $1+0.0252+0.0019=1.0271$. The rate equations give $Z_{\rm area}=0.01947$ and a ratio of 1.0274. Among these three laws of attachment, $Z$ thus differs by less than 3% at this barrier. For equal $\beta_1$, the choice of law affects the nucleation rate mainly through $\beta(n^*)$ itself.

## What the factor measures

Adding (8) from size $n$ up to $M-1$, with $f_M=0$, gives the steady population relative to the reference one:

$$f_n=J\sum_{m=n}^{M-1}\frac{1}{\beta_mN_{\rm eq}(m)}. \tag{19}$$

For $\beta\propto\sqrt n$ the steps that led to (17) apply again, now with the lower limit $n-\tfrac12$. When $E$ is close to one,

$$f_n\simeq\tfrac12\operatorname{erfc}\!\left[\sqrt g\left(\sqrt{\frac{n-\frac12}{n^*}}-1\right)\right]. \tag{20}$$

Well below the critical size $f_n$ is close to one, and well above it $f_n$ falls to zero. The rate equations give 0.976 at $n=30$, 0.507 at $n=63$ and 0.052 at $n=100$, and (20) reproduces these values. The steady state therefore holds about half the reference population at the critical size. This accounts for a factor of one half in the rate, but not for 0.020.

The rest is explained by the fate of a single island. Let $p_n$ be the chance that an island of size $n$ reaches $M$ before it shrinks to one atom, so that $p_1=0$ and $p_M=1$. Its next event is a gain with probability $\beta_n/(\alpha_n+\beta_n)$ and a loss otherwise, hence

$$(\alpha_n+\beta_n)\,p_n=\beta_np_{n+1}+\alpha_np_{n-1},
\quad\text{or}\quad
\beta_n(p_{n+1}-p_n)=\alpha_n(p_n-p_{n-1}). \tag{21}$$

Multiply the second form by $N_{\rm eq}(n)$ and use (7), with $n$ lowered by one, to write $\alpha_nN_{\rm eq}(n)=\beta_{n-1}N_{\rm eq}(n-1)$:

$$\beta_nN_{\rm eq}(n)(p_{n+1}-p_n)=\beta_{n-1}N_{\rm eq}(n-1)(p_n-p_{n-1}). \tag{22}$$

The left side therefore has the same value for every $n$. Dividing by $\beta_nN_{\rm eq}(n)$ and summing, with $p_M-p_1=1$, shows that this constant obeys (9), so it is $J$. Comparison with (8) then gives $p_{n+1}-p_n=f_n-f_{n+1}$, and with the end values

$$p_n=1-f_n,\qquad p_{n+1}-p_n=\frac{J}{\beta_nN_{\rm eq}(n)}. \tag{23}$$

At the critical size the last expression is $Z$ by definition (10). The Zeldovich factor is the amount by which one added atom improves the chance of growth at the top of the barrier. In the example this chance is 0.4934 at $n=63$ and 0.5133 at $n=64$. The gain is 0.01997, slightly below $Z=0.02000$ because 63 is not quite the critical size: by (23) it is smaller by the factor $\beta(n^*)/\beta_{63}=\sqrt{62.83/63}=0.99867$ times $e^{[G(63)-G^*]/kT}=0.99996$, together 0.9986.

The opening question can now be answered in terms of fluxes. In units of $\beta_{63}N_{\rm eq}(63)$, the upward flux from 63 to 64 atoms is $f_{63}=0.5066$. By (7) the downward flux is $f_{64}=1-0.5133=0.4867$. The net rate is their small difference, 0.020. There are thus $0.5066/0.01997\simeq25$ upward steps between these sizes for each island that is finally gained. An even chance of growth belongs to an island, whereas the product $\beta N_{\rm eq}$ counts attachment events, and the same island contributes many of them.

The width of the critical region expresses the same fact. By (14), $G$ lies $kT$ below its maximum at $s=1\pm1/\sqrt g$, provided $g>1$. The distance between the two sizes is

$$n_+-n_-=n^*\left[\left(1+\frac1{\sqrt g}\right)^2-\left(1-\frac1{\sqrt g}\right)^2\right]=\frac{4n^*}{\sqrt g}=\frac{2}{\sqrt\pi\,Z}. \tag{24}$$

The last equality follows from $Z=\sqrt g/(2\sqrt\pi\,n^*)$. Numerically it is $2/(1.772\times0.0200)=56.4$ atoms, in agreement with $94.2-37.8$. Within this region each single step is only weakly biased: in the example the next event is a gain with a probability between 0.48 and 0.52. The size of the island therefore wanders. The flatter the top, the more atoms an island must gain or lose before its fate is settled, and the smaller is $Z$.

## Dependence on the driving force

At fixed $\gamma$, $a$ and $T$ the critical size itself depends on $\Delta\mu$. Inserting (3) in (13),

$$Z^2=\frac{\Delta\mu}{4\pi kT}\,\frac{\Delta\mu^2}{\pi a\gamma^2},\qquad
Z=\frac{\Delta\mu^{3/2}}{2\pi\gamma\sqrt{a\,kT}}. \tag{25}$$

Near equilibrium, $\Delta\mu\to0$, the critical island grows without limit and $Z$ vanishes as $\Delta\mu^{3/2}$. Doubling the driving force raises $Z$ by $2^{3/2}=2.83$. In the example $Z$ becomes 0.0566, with $n^*=15.7$, and the rate equations agree to about one part in $10^4$. Meanwhile the barrier, $\pi a\gamma^2/\Delta\mu$, falls from $19.8\,kT$ to $9.9\,kT$, which multiplies $e^{-G^*/kT}$ by about $2\times10^4$. The Zeldovich factor is thus a modest part of the change in the nucleation rate.

## Shape, dimension and limits of validity

The circle enters (13) less than it seems. Any compact shape that stays similar to itself as it grows has an edge cost $B\sqrt n$, with $B$ fixed by the shape. The condition $G'=0$ then gives $B=2\Delta\mu\sqrt{n^*}$, and the curvature is $-B/(4n^{*3/2})=-\Delta\mu/(2n^*)$ as before. The shape changes $n^*$, but not the relation between $Z$ and $n^*$.

The dimension does matter. A spherical nucleus has a surface cost $cn^{2/3}$. Now $G'=0$ gives $c=\tfrac32\Delta\mu\,n^{*1/3}$, and

$$G''(n^*)=-\tfrac29c\,n^{*-4/3}=-\frac{\Delta\mu}{3n^*},\qquad
Z_{\rm sphere}=\sqrt{\frac{\Delta\mu}{6\pi kT\,n^*}}. \tag{26}$$

For the same $n^*$ and $\Delta\mu$ this is 0.0163. The rate equations, with $\beta\propto n^{2/3}$, give 0.0161, lower by 1.6%. Here the barrier is not a parabola in the radius, and a correction of order $kT/G^*$ remains.

Equation (13) also rests on an edge cost proportional to $\sqrt n$. A correction to the step free energy proportional to $1/r$ adds only a constant to $G$ and leaves (13) unchanged, but other corrections alter it. Suppose that $G$ contains an additional term $c_1kT\ln n$. At the shifted maximum, $B/(2\sqrt{n^*})=\Delta\mu-c_1kT/n^*$, so that

$$G''(n^*)=-\frac{1}{2n^*}\left(\Delta\mu-\frac{c_1kT}{n^*}\right)-\frac{c_1kT}{n^{*2}}
=-\frac{\Delta\mu}{2n^*}\left(1+\frac{c_1kT}{n^*\Delta\mu}\right). \tag{27}$$

Here $n^*$ is the shifted critical size. For $c_1=1$ and the parameters of the example, the maximum moves to $n^*=69.0$ and the curvature is 4.6% larger in magnitude than (4) gives for this $n^*$. For $\beta\propto\sqrt n$, (13) used with this $n^*$ is then 2.3% below the value from the sum (9), half as much. For critical islands of a few atoms the energy depends on the individual arrangement, a smooth $G(n)$ is no longer justified, and the sum (9) should be used with the free energies of the separate sizes. Size alone does not guarantee smoothness: the edge must also be thermally rough. On a faceted island the edge energy jumps whenever a new row is begun. As an extreme case, take a square-lattice island always in its shape of least perimeter, $2\lceil2\sqrt n\,\rceil$ lattice spacings, with edge energy $B/4$ per spacing, the $B$ and $\Delta\mu$ of the example, and no entropy of shape. The jumps are then $2.5\,kT$, the highest point lies at $n=57$, and (9) and (10) referred to that size give 0.048 instead of 0.020. If islands also move and merge, (5) lacks the corresponding fluxes, and the definition of $Z$ through a single-atom ladder no longer applies. The main values quoted here are collected in the numerical output that follows.

## Numbers as computed

```
temperature: 600 K
thermal energy kT: 0.001900 hartree
area per atom: 20.0 bohr^2
step free energy: 0.0006 hartree/bohr
driving force per atom: 0.0006 hartree
driving force / kT: 0.3158 (no unit)
critical size: 62.83 atoms
critical size, numerical maximum: 62.83 atoms
critical radius: 20.00 bohr
critical radius: 1.058 nm
barrier: 0.03770 hartree
barrier: 1.026 eV
barrier / kT: 19.84 (no unit)
curvature at top, formula: -4.7746e-06 hartree
curvature at top, differences: -4.7747e-06 hartree
Zeldovich factor, formula: 0.019998 (no unit)
Zeldovich factor, rate equations: 0.019998 (no unit)
same, constant attachment: 0.019998 (no unit)
same, attachment as area: 0.019465 (no unit)
Z formula / Z for attachment as area: 1.0274
first-order prediction of that ratio: 1.0252
lower size at kT below top: 37.79 atoms
upper size at kT below top: 94.21 atoms
width from Zeldovich factor: 56.42 atoms
largest size in rate equations: 502 atoms
steady/equilibrium population, n=30: 0.9763; erfc: 0.9763
steady/equilibrium population, n=63: 0.5066; erfc: 0.5066
steady/equilibrium population, n=100: 0.0518; erfc: 0.0518
growth chance at n=63: 0.4934
growth chance at n=64: 0.5133
gain in growth chance per atom: 0.019971
low-barrier case, critical size: 200 atoms
low-barrier case, barrier / kT: 2.0
low-barrier Z, formula: 0.001995
low-barrier Z, rate equations: 0.002054
low-barrier Z, formula with end factor: 0.002054
doubled driving force, critical size: 15.71 atoms
doubled driving force, Z formula: 0.056564
doubled driving force, Z rate equations: 0.056569
spherical nuclei, Z formula: 0.016329
spherical nuclei, Z rate equations: 0.016072
```
